# The massless one-loop G function and the two-loop kite integral: a program that tests the result

```python
"""Massless one-loop function G and the two-loop kite integral.

Result under test (Euclidean, measure d^dk / pi^(d/2) for each loop):
  int k^(-2a) |k-p|^(-2b) = G(a,b) (p^2)^(d/2-a-b)
  G(a,b) = Gam(d/2-a) Gam(d/2-b) Gam(a+b-d/2) / (Gam(a) Gam(b) Gam(d-a-b))
  kite in d = 4:  int int 1/(D1 D2 D3 D4 D5) = 6 zeta(3) / p^2
Symbols: k, l loop wave vectors; p external wave vector; d dimension;
  D1 = k^2, D2 = (k-p)^2, D3 = l^2, D4 = (l-p)^2, D5 = (k-l)^2;
  a, b, a1..a5 indices (powers of the denominators); eps = (4-d)/2.
"""
import math
import random
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, dblquad

mp.mp.dps = 40
ZETA3 = float(mp.zeta(3))


def g_function(a, b, d):
    """Closed form of the one-loop integral at p = 1."""
    a, b, d = mp.mpf(a), mp.mpf(b), mp.mpf(d)
    return mp.gammaprod([d/2 - a, d/2 - b, a + b - d/2],
                        [a, b, d - a - b])


def one_loop_quadrature(a, b, d, p):
    """One-loop integral from its definition: radius k = p e^t and angle."""
    def radial(t):
        k = p*math.exp(t)

        def angular(theta):
            dist2 = (k - p)**2 + 4*k*p*math.sin(theta/2)**2
            return math.sin(theta)**(d - 2)*dist2**(-b)
        inner = quad(angular, 0, math.pi, epsabs=0, epsrel=1e-9, limit=200)[0]
        return k**(d - 2*a)*inner
    edges = [-60, -2, 0, 2, 60]
    total = sum(quad(radial, lo, hi, epsabs=1e-10, epsrel=1e-8, limit=200)[0]
                for lo, hi in zip(edges[:-1], edges[1:]))
    return 2/(math.sqrt(math.pi)*math.gamma((d - 1)/2))*total


print("One-loop integral (dimensionless, p = 1.7)")
for d, a, b in [(4.0, 1.3, 0.9), (3.0, 1.2, 0.6), (3.6, 1.1, 0.95)]:
    direct = one_loop_quadrature(a, b, d, 1.7)
    closed = float(g_function(a, b, d))*1.7**(d - 2*a - 2*b)
    print(f" d={d} a={a} b={b}: quadrature {direct:.6f}, G form {closed:.6f}")
    assert abs(direct/closed - 1) < 1e-6

# Triangle identity: divergence of (k-l) f with explicit components, exactly.
random.seed(3)
indices = sp.symbols("a1:6")
for dim in (3, 4):
    k = sp.symbols(f"k0:{dim}")
    l = sp.symbols(f"l0:{dim}")
    p = sp.symbols(f"p0:{dim}")

    def square(vector):
        return sum(c**2 for c in vector)

    def minus(v, w):
        return [x - y for x, y in zip(v, w)]
    D = [square(k), square(minus(k, p)), square(l),
         square(minus(l, p)), square(minus(k, l))]
    log_f = -sum(ai*sp.log(Di) for ai, Di in zip(indices, D))
    divergence = sum(sp.diff(k[i] - l[i], k[i])
                     + (k[i] - l[i])*sp.diff(log_f, k[i]) for i in range(dim))
    a1, a2, a3, a4, a5 = indices
    rule = (dim - a1 - a2 - 2*a5 - a1*(D[4] - D[2])/D[0]
            - a2*(D[4] - D[3])/D[1])
    for trial in range(4):
        point = {v: sp.Rational(random.randint(1, 60), random.randint(2, 17))
                 for v in (*k, *l, *p, *indices)}
        assert sp.simplify((divergence - rule).subs(point)) == 0
print("Triangle identity: exact at 8 random rational points")


def kite_formula(a, d):
    """Kite at p = 1 with a1 = a2 = a and a3 = a4 = a5 = 1."""
    a, d = mp.mpf(a), mp.mpf(d)
    bracket = g_function(a + 1, a, d) - g_function(a + 1, a + 2 - d/2, d)
    return 2*a*g_function(1, 1, d)*bracket/(d - 2 - 2*a)


def kite_parametric(a, d, step=0.75, half=23):
    """Same kite by trapezoidal quadrature over four Schwinger ratios."""
    grid = step*np.arange(-half, half + 1)
    scale = np.exp(grid)
    frac, rest = 1/(1 + np.exp(-grid)), 1/(1 + np.exp(grid))
    t = scale[:, None, None]
    x, xc = frac[None, :, None], rest[None, :, None]
    y, yc = frac[None, None, :], rest[None, None, :]
    index_sum = 2*a + 3
    total = 0.0
    for s in scale:
        U = s + t + s*t
        F = ((s*x + t*y)*(s*xc + t*yc) + s*s*t*x*xc + t*t*s*y*yc)
        weight = (s*t)**2*x*xc*y*yc*(s*s*x*xc)**(a - 1)
        total += np.sum(weight*U**(index_sum - 1.5*d)*F**(d - index_sum))
    return (math.gamma(index_sum - d)/math.gamma(a)**2)*total*step**4


print("Kite with a1=a2=a (dimensionless, p = 1)")
for a, d in [(0.85, 3.8), (1.0, 3.8), (1.0, 4.0)]:
    direct = kite_parametric(a, d)
    closed = 6*ZETA3 if d == 4.0 else float(kite_formula(a, d))
    print(f" a={a} d={d}: quadrature {direct:.4f}, formula {closed:.4f}")
    # truncated exponential tails and the grid step limit the quadrature
    assert abs(direct/closed - 1) < 1e-4

# Gamma ratios left after the common factor Gam(-eps) is removed.


def ratio_nested(e):
    return mp.gammaprod([1 - 2*e, 1 + 2*e], [1 + e, 1 - 3*e])


def ratio_product(e):
    return mp.gammaprod([1 - e, 1 + e], [1 - 2*e])


coefficients = mp.taylor(lambda e: ratio_nested(e) - ratio_product(e), 0, 3)
assert all(abs(c) < 1e-8 for c in coefficients[:3])
assert abs(coefficients[3] + 6*mp.zeta(3)) < 1e-6
print(f"eps^3 coefficient of ratio difference: {float(coefficients[3]):.6f}")

print("Cancellation at p = 1 (dimensionless): eps, G11*G(2,1+eps),")
print("  G11*G(2,1), kite = difference/eps")
errors = []
for text in ("0.1", "0.01", "0.001", "0.0001"):
    eps = mp.mpf(text)
    d = 4 - 2*eps
    nested = g_function(1, 1, d)*g_function(2, 1 + eps, d)
    product = g_function(1, 1, d)*g_function(2, 1, d)
    kite = (nested - product)/eps
    errors.append(abs(float(kite) - 6*ZETA3))
    print(f" {text}: {float(nested):.6f}, {float(product):.6f}, "
          f"{float(kite):.6f}")
assert errors[-1] < 0.01 and all(x > y for x, y in zip(errors, errors[1:]))


def averaged_propagators(x, y, p2):
    """Closed angular average of 1/(D2 D4 D5); x = k^2, y = l^2, d = 4."""
    pairs = [(x, y), (x, p2), (y, p2)]
    z = math.sqrt(math.prod(min(q)/max(q) for q in pairs))
    z = min(z, 1 - 1e-16)
    return -math.log1p(-z)/z/math.prod(max(q) for q in pairs)


def angular_quadrature(k, l, p, n=80):
    """The same average from explicit angles on the three-sphere."""
    angle = np.arange(1, n + 1)*math.pi/(n + 1)
    w = 2/(n + 1)*np.sin(angle)**2
    c, wc = np.polynomial.legendre.leggauss(n)
    A, B, C = angle[:, None, None], angle[None, :, None], c[None, None, :]
    cos_kl = np.cos(A)*np.cos(B) + np.sin(A)*np.sin(B)*C
    f = 1/((k*k + p*p - 2*k*p*np.cos(A))*(l*l + p*p - 2*l*p*np.cos(B))
           * (k*k + l*l - 2*k*l*cos_kl))
    return float(np.einsum("i,j,m,ijm->", w, w, wc/2, f))


print("Angular average of 1/(D2 D4 D5) (dimensionless, p = 1)")
for k, l in [(0.5, 0.8), (0.6, 1.5), (1.4, 2.0)]:
    direct = angular_quadrature(k, l, 1.0)
    closed = averaged_propagators(k*k, l*l, 1.0)
    print(f" k={k} l={l}: quadrature {direct:.7f}, log form {closed:.7f}")
    assert abs(direct/closed - 1) < 1e-7

# Worked example: the three orderings with k < l, each counted twice.
p_wave = 2.0
p2 = p_wave**2
sector_maps = {
    "k<l<p": lambda v, m: (v*m, v, v),
    "k<p<l": lambda v, m: (v, 1/m, 1/m**2),
    "p<k<l": lambda v, m: (1/v, 1/(v*m), 1/(v**3*m**2)),
}
print(f"Worked example: p = {p_wave:.1f} 1/angstrom")
print(f" zeta(3) = {ZETA3:.7f} (dimensionless)")
kite_example = 0.0
for name, mapping in sector_maps.items():
    def integrand(m, v, mapping=mapping):
        x, y, jacobian = mapping(v, m)
        return p2**2*jacobian*averaged_propagators(p2*x, p2*y, p2)
    part = dblquad(integrand, 0, 1, 0, 1, epsabs=1e-8, epsrel=1e-8)[0]
    print(f" sector {name}: {part:.6f} angstrom^2")
    assert abs(part - ZETA3/p2) < 1e-6
    kite_example += 2*part
kite_closed = 6*ZETA3/p2
assert abs(kite_example/kite_closed - 1) < 1e-6
hbar_c = constants.hbar*constants.c/constants.e*1e10
print(f" kite from six sectors: {kite_example:.6f} angstrom^2")
print(f" kite from 6 zeta(3)/p^2: {kite_closed:.6f} angstrom^2")
print(f" hbar c = {hbar_c:.4f} eV angstrom")
print(f" kite converted: {kite_closed/hbar_c**2:.6e} eV^-2")
print(f" 6 zeta(3) = {6*ZETA3:.7f} (dimensionless)")
print("OK")
```

Printed output:

```
One-loop integral (dimensionless, p = 1.7)
 d=4.0 a=1.3 b=0.9: quadrature 5.132997, G form 5.132997
 d=3.0 a=1.2 b=0.6: quadrature 5.540638, G form 5.540638
 d=3.6 a=1.1 b=0.95: quadrature 4.603793, G form 4.603793
Triangle identity: exact at 8 random rational points
Kite with a1=a2=a (dimensionless, p = 1)
 a=0.85 d=3.8: quadrature 9.2057, formula 9.2058
 a=1.0 d=3.8: quadrature 9.4861, formula 9.4863
 a=1.0 d=4.0: quadrature 7.2123, formula 7.2123
eps^3 coefficient of ratio difference: -7.212341
Cancellation at p = 1 (dimensionless): eps, G11*G(2,1+eps),
  G11*G(2,1), kite = difference/eps
 0.1: -107.899595, -108.848222, 9.486273
 0.01: -10085.169699, -10085.243464, 7.376522
 0.001: -1000846.271454, -1000846.278682, 7.228238
 0.0001: -100008456.398285, -100008456.399007, 7.213926
Angular average of 1/(D2 D4 D5) (dimensionless, p = 1)
 k=0.5 l=0.8: quadrature 1.7980130, log form 1.7980130
 k=0.6 l=1.5: quadrature 0.2152511, log form 0.2152511
 k=1.4 l=2.0: quadrature 0.0366941, log form 0.0366941
Worked example: p = 2.0 1/angstrom
 zeta(3) = 1.2020569 (dimensionless)
 sector k<l<p: 0.300514 angstrom^2
 sector k<p<l: 0.300514 angstrom^2
 sector p<k<l: 0.300514 angstrom^2
 kite from six sectors: 1.803085 angstrom^2
 kite from 6 zeta(3)/p^2: 1.803085 angstrom^2
 hbar c = 1973.2698 eV angstrom
 kite converted: 4.630665e-07 eV^-2
 6 zeta(3) = 7.2123414 (dimensionless)
OK
```
